# Relativistic Landau Levels and the Magnetic-Moment Anomaly of the Electron

An electron of mass $m$ and charge $-e$, with $e>0$, moves in a uniform magnetic field $B>0$ along $z$. There is no electric field, and the emission of radiation is left out. The parts below find its energies from the Dirac equation and then ask what changes when its magnetic moment differs slightly from the Dirac value.

Units are $\hbar=c=1$ until part (g). With $\mathbf p=-i\nabla$ and $\mathbf B=\nabla\times\mathbf A$, the Hamiltonian is

$$H_D=\boldsymbol\alpha\cdot\boldsymbol\pi+\beta m,\qquad \boldsymbol\pi=\mathbf p+e\mathbf A .$$

The plus sign in $\boldsymbol\pi$ comes from the negative charge. In blocks of two components, called upper and lower,

$$\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\quad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad \Sigma_i=\begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix}.$$

The $\alpha_i$ anticommute with each other and with $\beta$, all four square to one, and $\alpha_x\alpha_y=i\Sigma_z$. The potential is chosen with $A_z=0$ and with $A_x,A_y$ independent of $z$, so $\pi_z=p_z$ is conserved and may be treated as a number.

## (a) Square the Hamiltonian

**Find $[\pi_x,\pi_y]$ and use it to express $H_D^2$ through $\boldsymbol\pi^2$ and the spin.**

*Solution.* The momenta commute with each other, and so do the components of $\mathbf A$. What remains is

$$[\pi_x,\pi_y]=e[p_x,A_y]+e[A_x,p_y]=-ie(\partial_xA_y-\partial_yA_x)=-ieB .$$

Now square $H_D$. The terms mixing $\beta$ with $\boldsymbol\alpha$ are $m(\alpha_i\beta+\beta\alpha_i)\pi_i=0$, and $(\beta m)^2=m^2$. The squares of the kinetic terms give $\boldsymbol\pi^2$. The mixed $x,y$ terms give

$$\alpha_x\alpha_y\pi_x\pi_y+\alpha_y\alpha_x\pi_y\pi_x=\alpha_x\alpha_y[\pi_x,\pi_y]=i\Sigma_z(-ieB)=eB\,\Sigma_z .$$

The mixed terms containing $z$ vanish in the same way, because $p_z$ commutes with $\pi_x$ and $\pi_y$. Therefore

$$H_D^2=m^2+p_z^2+\pi_x^2+\pi_y^2+eB\,\Sigma_z .$$

The last term is positive for spin up: the moment of a negative charge points against its spin, so spin along the field costs energy.

## (b) Find the energies and count the states

**Find the eigenvalues of $\pi_x^2+\pi_y^2$, then the energies of $H_D$. How many positive-energy states does each level have?**

*Solution.* Define

$$c=\frac{\pi_x-i\pi_y}{\sqrt{2eB}},\qquad c^\dagger=\frac{\pi_x+i\pi_y}{\sqrt{2eB}} .$$

Then $[c,c^\dagger]=2i[\pi_x,\pi_y]/(2eB)=1$, and

$$c^\dagger c=\frac{\pi_x^2+\pi_y^2-i[\pi_x,\pi_y]}{2eB}=\frac{\pi_x^2+\pi_y^2-eB}{2eB}.$$

Hence $\pi_x^2+\pi_y^2=eB(2c^\dagger c+1)$.

Let $c^\dagger c\,\phi=k\phi$. Then $k\|\phi\|^2=\|c\phi\|^2\ge0$, and the commutator shows that $c\phi$ has eigenvalue $k-1$ unless it vanishes. Repeated lowering would reach negative values unless it stops, and it can stop only at $k=0$. So $k=0,1,2,\dots$

To see that $k=0$ exists, take the Landau gauge $\mathbf A=(0,Bx,0)$ and a plane wave $e^{ik_yy}$. The condition $c\phi_0=0$ becomes

$$\left[\frac{d}{dx}+eB(x-x_0)\right]\phi_0=0,\qquad x_0=-\frac{k_y}{eB},$$

with the single solution $\phi_0\propto e^{-eB(x-x_0)^2/2}$. Since $c$ annihilates no state with $k\ge1$, level $k$ cannot have more states than level $k-1$; since $c^\dagger$ builds at least one, each $k$ has one state per $k_y$. The position $x_0$ is the guiding centre of the orbit, and it does not affect the energy.

Let $s=\pm1$ be the eigenvalue of $\Sigma_z$ in $H_D^2$. Then

$$E^2=m^2+p_z^2+eB(2k+1+s).$$

With $n=k+(1+s)/2$ this is

$$\boxed{E^2=m^2+p_z^2+2neB,\qquad n=0,1,2,\dots}$$

For $n\ge1$ there are two combinations, $(k,s)=(n,-1)$ and $(n-1,+1)$. Each can sit in the upper or lower components, so the eigenspace of $H_D^2$ has dimension four at fixed $p_z$ and $k_y$. $H_D$ acts within this space with eigenvalues $\pm E$. Its trace there is zero: $\beta$ has equally many entries $+1$ and $-1$, and the $\alpha_i$ have no diagonal blocks. There are thus two states at $+E$ and two at $-E$.

For $n=0$ the only combination is $(0,-1)$. The space has dimension two, and the same argument gives one state at $+E$ and one at $-E$. The lowest positive-energy level is single, with spin down; the others are doublets.

The doublet is the spin-orbital degeneracy: removing one orbital quantum and turning the spin up leaves the energy unchanged. For a slow electron,

$$E\simeq m+\frac{p_z^2}{2m}+n\omega_c,\qquad \omega_c=\frac{eB}{m},$$

and both changes involve the same quantum $\omega_c$. For fast transverse motion put $p_z=0$ and $W_n=\sqrt{m^2+2neB}$. Then

$$W_{n+1}-W_n=\frac{2eB}{W_{n+1}+W_n}\simeq\frac{eB}{W_n}=\frac{\omega_c}{\gamma},\qquad \gamma=\frac{W_n}{m},$$

when the spacing is small compared with $W_n$. This is the orbital frequency of a relativistic electron.

## (c) Add the anomaly for an electron with $p_z=0$

**Let the gyromagnetic ratio be $g=2(1+a)$. Add the corresponding energy to $H_D$ and find the levels at $p_z=0$.**

*Solution.* The moment is $-g(e/2m)\boldsymbol\Sigma/2=-(1+a)(e/2m)\boldsymbol\Sigma$ for an electron at rest. The part proportional to $a$ is not contained in $H_D$. Its energy, minus moment times field, is $+a(eB/2m)\Sigma_z$. The Lorentz-covariant form of this coupling, the Pauli term, carries a factor $\beta$ in the Hamiltonian:

$$H=H_D+\kappa T,\qquad T=\beta\Sigma_z,\qquad \kappa=\frac{aeB}{2m}.$$

Here $a$ is taken as a constant, and $0<\kappa<m$.

At $p_z=0$ the Dirac part is $H_0=\alpha_x\pi_x+\alpha_y\pi_y+\beta m$. Both $\beta$ and $\Sigma_z$ anticommute with $\alpha_x$ and $\alpha_y$. Moving their product past either matrix gives two minus signs, so $T$ commutes with $\alpha_x$ and $\alpha_y$. It also commutes with $\beta$. Hence

$$[H_0,T]=0,\qquad T^2=1 .$$

The two operators have common eigenstates, with $H_0=\epsilon W_n$ and $T=\tau$, where $\epsilon,\tau=\pm1$.

It remains to see which pairs of signs occur. In the four-dimensional space for $n\ge1$, the traces of $H_0$ and $T$ vanish. So does that of $TH_0$: its $\alpha$ terms have no diagonal blocks, and its mass term is $m\Sigma_z$, with two entries of each sign. The sums of $\epsilon$, $\tau$ and $\epsilon\tau$ over the four states are therefore all zero, which requires each sign pair to occur once. For positive energy,

$$E_{n,\tau}=W_n+\tau\kappa,\qquad \tau=\pm1,\quad n\ge1 .$$

For $n=0$ both states have spin down, so $T=-\beta$ and $H_0=\beta m$. The positive-energy state has $\tau=-1$ and energy $m-\kappa$.

The splitting of every doublet is

$$\boxed{E_{n,+}-E_{n,-}=2\kappa=a\,\frac{eB}{m}=a\omega_c .}$$

Within this Hamiltonian no expansion in $a$, $B$ or $n$ was made. The frequency $\omega_c$ contains the rest mass. It is not the orbital frequency $\omega_c/\gamma$ of a fast electron.

The slow limit checks the sign of $\kappa$. Flipping the spin upward in the lowest orbital state, $k=0$, leads from $n=0$ to $(n,\tau)=(1,+1)$ and costs

$$W_1+\kappa-(m-\kappa)\simeq\omega_c+a\omega_c=\frac g2\,\omega_c,$$

as it should for a moment with gyromagnetic ratio $g$.

In quantum electrodynamics the constant $a$ is a leading weak-field description, since the response to the field depends on the field strength and on the state. It requires $B\ll m^2/e$ and, for fast transverse motion, $\gamma B\ll m^2/e$. Terms of order $\kappa^2$ belong to the model and should not be read as a complete second-order QED result.

## (d) Identify the two members of a doublet

**Is $\tau$ the spin direction? Find $\langle\Sigma_z\rangle$ in a positive-energy state at $p_z=0$.**

*Solution.* Multiply $\beta\Sigma_z\psi=\tau\psi$ by $\beta$. This gives $\Sigma_z\psi=\tau\beta\psi$, so $\langle\Sigma_z\rangle=\tau\langle\beta\rangle$. To find $\langle\beta\rangle$, use

$$H_0\beta+\beta H_0=2m,$$

where the $\alpha$ terms have cancelled. Its expectation value in a state with $H_0=W_n$ is $2W_n\langle\beta\rangle=2m$. Thus

$$\langle\Sigma_z\rangle=\tau\,\frac{m}{W_n}.$$

For slow electrons $\tau=+1$ means spin up and $\tau=-1$ spin down. At larger $n$ each state with $n\ge1$ mixes both values of $\Sigma_z$, while $\tau$ stays sharp. At $eB=0.2\,m^2$ and $n=4$, for example, $W_4=\sqrt{2.6}\,m$ and $\langle\Sigma_z\rangle=0.620$ for $\tau=+1$.

The mixing does not reduce the splitting, because the anomalous energy contains $\beta\Sigma_z$ and not $\Sigma_z$ alone.

## (e) Let the electron move along the field

**Find the energies for $p_z\ne0$ and the splitting to first order in $\kappa$.**

*Solution.* Write $H=K+\alpha_zp_z$ with $K=H_0+\kappa T$. The matrix $\alpha_z$ anticommutes with $\alpha_x$, $\alpha_y$ and $\beta$, hence with $H_0$. It commutes with $\Sigma_z$ and anticommutes with $\beta$, hence it anticommutes with $T$. The cross terms in $H^2$ cancel:

$$H^2=K^2+p_z^2 .$$

The eigenvalues of $K$ are $\epsilon W_n+\tau\kappa$. Since $\alpha_z$ anticommutes with $K$, it connects an eigenvalue $\lambda$ with $-\lambda$. In each such pair, $H$ has zero trace and square $\lambda^2+p_z^2$, so it has one positive eigenvalue. The pairs have $|\lambda|=W_n+\kappa$ and $W_n-\kappa$ for $n\ge1$, and $|\lambda|=m-\kappa$ for $n=0$. Therefore

$$E_{n,\pm}^2=p_z^2+\left(\sqrt{m^2+2neB}\pm\kappa\right)^2,$$

with the lower sign alone for $n=0$. The sign is now a label of the level; $T$ itself is no longer conserved.

Subtracting the two squares for $n\ge1$ gives $E_{n,+}^2-E_{n,-}^2=4W_n\kappa$, so

$$E_{n,+}-E_{n,-}=\frac{4W_n\kappa}{E_{n,+}+E_{n,-}}\simeq a\omega_c\,\frac{W_n}{E},\qquad E=\sqrt{W_n^2+p_z^2}.$$

The factor is time dilation. The velocity along the field is $v_z=p_z/E$, and $\sqrt{1-v_z^2}=W_n/E$. A boost along $\mathbf B$ leaves this field unchanged, so the moving electron shows the $p_z=0$ splitting slowed by that factor.

A model with large effects illustrates the formula: $eB=0.2\,m^2$, $a=0.1$, $p_z=0.5\,m$. These values test the algebra and do not describe a real electron in so strong a field. For $n=1$, $W_1=\sqrt{1.4}\,m=1.1832\,m$ and $\kappa=0.01\,m$, so

$$E_{1,+}=\sqrt{0.25+1.1932^2}\,m=1.2937\,m,$$

and likewise $E_{1,-}=1.2753\,m$. The splitting is $0.0184\,m$, against $0.0200\,m$ at $p_z=0$. Diagonalizing $H$ itself, not its square, on a spatial grid, without using oscillator states, reproduces the nine lowest positive energies to within $8\times10^{-6}\,m$, as the numerical output shows.

## (f) See the splitting as a motion of the spin

**At $p_z=0$, how does the spin component along the kinetic momentum change in time?**

*Solution.* Consider

$$\Lambda=\Sigma_x\pi_x+\Sigma_y\pi_y .$$

It is the scalar product of $\boldsymbol\Sigma$ with the transverse kinetic momentum. Classically, this is the spin projection on that momentum multiplied by the momentum's size. For the operators, the steps of part (a) give $\Lambda^2=\pi_x^2+\pi_y^2+eB\,\Sigma_z$, so this reading is good when the spin term is small compared with $\pi_x^2+\pi_y^2$, that is, for large $n$. Let $\rho$ be the matrix that exchanges upper and lower components. Then $\alpha_i=\rho\Sigma_i$ and $H_0=\rho\Lambda+\beta m$. Both $\rho$ and $\beta$ commute with $\Lambda$, so $[H_0,\Lambda]=0$. Without the anomaly, the spin keeps its projection on the momentum while the electron circulates.

The matrix $\Sigma_z$ anticommutes with $\Sigma_x$ and $\Sigma_y$, so $\Lambda T=-T\Lambda$. In the Heisenberg picture the factors containing $H_0$ cancel:

$$\Lambda(t)=e^{i\kappa Tt}\Lambda e^{-i\kappa Tt}=\Lambda e^{-2i\kappa Tt}=\Lambda\cos(2\kappa t)-i\Lambda T\sin(2\kappa t).$$

The last form uses $T^2=1$. From $\Sigma_x\Sigma_z=-i\Sigma_y$ and $\Sigma_y\Sigma_z=i\Sigma_x$,

$$-i\Lambda T=\beta(\Sigma_x\pi_y-\Sigma_y\pi_x).$$

Take a packet in the upper components with spin along $y$, $k_y=0$, and a real Gaussian profile in $x$ centred at $x>0$. In the Landau gauge its mean kinetic momentum also points along $y$, since $\langle\pi_y\rangle=eB\langle x\rangle>0$ and $\langle\pi_x\rangle=0$. The packet is a product of a spin factor and a spatial factor with $\beta=+1$, so the mean of the sine term is $\langle\Sigma_x\rangle\langle\pi_y\rangle-\langle\Sigma_y\rangle\langle\pi_x\rangle$. The first product vanishes because spin along $y$ has $\langle\Sigma_x\rangle=0$, and the second because $\langle\pi_x\rangle=0$. Hence

$$\langle\Lambda\rangle(t)=\langle\Lambda\rangle(0)\cos(a\omega_ct).$$

A packet confined to the upper components contains some negative-energy states, a part that is small only for slow motion. The relation for $\Lambda(t)$ is an operator identity and holds for either sign of the energy, so this admixture does not change the frequency. The spin turns relative to the momentum at the frequency that separates the doublet. After half a period of this relative motion the projection is reversed.

Numerical evolution of such a packet gives the ratio $+0.500$ at $a\omega_ct=60^\circ$ and $-1.000$ at $180^\circ$. With $a=0$ the projection stays constant while the packet's mean position moves back and forth, so the anomaly, and not the orbital motion, causes the reversal. The packet uses $eB=0.2\,m^2$ and $a=0.1$, is one magnetic length $1/\sqrt{eB}$ wide and is centred two such lengths from the guiding centre. Its mean $n$ is only about 2.5, and about 13% of it has negative energy. Because the levels are unevenly spaced, the packet spreads around its orbit: the swing of the position dies down, and by $180^\circ$ the mean momentum and the mean transverse spin have each nearly vanished. What reverses exactly is the correlation $\langle\Lambda\rangle$ between spin and momentum, not an angle between two mean vectors.

## (g) Put in an electron in a field of 5 T

**Restore SI units. Find the cyclotron and anomaly frequencies, and see how they change for fast motion across and along the field.**

*Solution.* With momenta and fields in SI units, the energies without the anomaly are

$$E^2=m^2c^4+p_z^2c^2+2n\hbar eBc^2 .$$

The cyclotron frequency is

$$f_c=\frac{eB}{2\pi m}=139.96\ \text{GHz},$$

with quantum $hf_c=0.579$ meV. With $a=0.00115965$ the anomaly frequency is

$$f_a=af_c=0.00115965\times139.96\ \text{GHz}=162.3\ \text{MHz}.$$

The scale of strong fields is $B_c=m^2c^2/(e\hbar)=4.414\times10^9$ T. Here $B/B_c=1.133\times10^{-9}$, well inside the weak-field regime.

At $p_z=0$, the levels $(E-mc^2)/h$ are as follows.

- $n=0$: $-0.0812$ GHz, which is $-f_a/2$.
- $n=1$: $139.8813$ and $140.0436$ GHz.
- $n=2$: $279.8437$ and $280.0061$ GHz.

Both doublets have the separation $0.1623$ GHz.

The orbital ladder is not quite evenly spaced. Expanding the square root to second order in $B$ gives

$$\frac{W_n-mc^2}{h}\simeq nf_c-\frac{n^2}{2}f_c\frac{B}{B_c}.$$

The spacing from 0 to 1 therefore exceeds that from 1 to 2 by $f_cB/B_c$, which is $139.96\times10^9\ \text{Hz}\times1.133\times10^{-9}\simeq159$ Hz. This is about a millionth of $f_a$. In the lowest doublets, the anomaly is by far the larger departure from a ladder of equally spaced degenerate levels.

Now take a fast transverse state with $n=4\times10^{10}$ and $p_z=0$:

$$\gamma=\sqrt{1+2nB/B_c}=\sqrt{1+90.6}=9.57 .$$

Its orbital frequency falls to $139.96/9.57=14.62$ GHz, while its doublet splitting remains $162.3$ MHz. The ratio of splitting to orbital frequency has grown from $a$ to $\gamma a=0.0111$. The condition of part (c) still holds, since $\gamma B/B_c\simeq1.1\times10^{-8}$. The neglect of radiation, however, is no longer harmless. A real electron in this state emits about $8\times10^9$ synchrotron photons per second, which broadens each level by roughly 1.3 GHz, more than the splitting. The doublet is then not a resolved pair of lines, and the 162.3 MHz should be read as the spin-turning frequency of part (f), which at $p_z=0$ does not depend on $n$. For $n=1$ the decay rate is only about $10\ \text{s}^{-1}$.

Motion along the field acts differently. For $n=1$ and $p_z=mc$, $W_1$ is very close to $mc^2$, so $E\simeq\sqrt2\,mc^2$. The splitting becomes

$$\frac{162.3\ \text{MHz}}{\sqrt2}=114.8\ \text{MHz}.$$

At $p_z=0$, transverse speed slows the orbit and leaves the anomaly splitting unchanged. Speed along the field reduces the splitting by the factor $\sqrt{1-v_z^2/c^2}=W_n/E$, which at fixed $p_z\ne0$ depends on $n$.

## Computed results

```
GRID MODEL, energies in units of m
eB/m^2 = 0.2, a = 0.1, kappa/m = 0.010
pz/m in the moving case = 0.5
a = 0, moving case: n, grid E/m, formula E/m
  0  1.118034  1.118034
  1  1.284523  1.284523
  1  1.284523  1.284523
  2  1.431780  1.431782
  2  1.431780  1.431782
  3  1.565244  1.565248
  3  1.565244  1.565248
  4  1.688187  1.688194
  4  1.688187  1.688194
largest error, a = 0: 7.6e-06 m
a = 0.1, moving case: n, tau, grid E/m, formula E/m
  0  -1  1.109099  1.109099
  1  -1  1.275317  1.275318
  1  +1  1.293740  1.293740
  2  -1  1.422414  1.422416
  2  +1  1.441155  1.441157
  3  -1  1.555771  1.555775
  3  +1  1.574723  1.574727
  4  -1  1.678638  1.678646
  4  +1  1.697741  1.697748
largest error, a = 0.1: 7.6e-06 m
pz = 0 splittings/m, n=1..4: [0.02 0.02 0.02 0.02]
moving splittings/m, n=1..4: [0.018423 0.018741 0.018952 0.019103]
mean Sigma_z, tau=+1, n=1..4: [0.8452 0.7454 0.6742 0.6202]
angle a*omega_c*t (deg), <Lambda>(t)/<Lambda>(0)
  60  +0.500000
  90  +0.000000
  180  -1.000000
  300  +0.500000
ELECTRON IN A FIELD
field B = 5.0 T
anomaly a = 0.001159652
critical field m^2 c^2/(e hbar) = 4.4140e+09 T
B/critical field = 1.1328e-09
cyclotron frequency eB/(2 pi m) = 139.9624 GHz
cyclotron quantum = 0.57884 meV
anomaly frequency = 162.3078 MHz
levels (E - mc^2)/h at pz = 0: n, tau, GHz
  0  -1  -0.081154
  1  -1  139.881295
  1  +1  140.043603
  2  -1  279.843744
  2  +1  280.006052
spacing 0-1 minus spacing 1-2, tau=-1: 158.54 Hz
spin-flip frequency, k = 0: 140.124757 GHz
(f_c + f_a) minus spin-flip: 79.27 Hz
splitting for n = 1, pz = mc: 114.7689 MHz
fast state n = 4e+10: gamma = 9.5719
fast state orbital frequency = 14.6223 GHz
fast state anomaly splitting = 162.3078 MHz
```
